# Weak-Contrast Permittivity of an Isotropic Two-Phase Dielectric

An interlayer dielectric can consist of two phases mixed on a scale far below the film thickness. This problem asks how much of its effective permittivity follows from the volume fractions alone when the phases differ little.

The local relative permittivity $\varepsilon(\mathbf r)$ is real, positive and scalar. It equals $\varepsilon_1$ in a volume fraction $f$ and $\varepsilon_2$ in the fraction $1-f$. All permittivities below are relative and therefore dimensionless; fields $\mathbf D$ are divided by the vacuum permittivity. The field is quasi-static, and there is no free charge. Angle brackets denote a volume average, and

$$m=\langle\varepsilon\rangle,\qquad \delta(\mathbf r)=\varepsilon(\mathbf r)-m,\qquad \sigma^2=\langle\delta^2\rangle,\qquad t=\varepsilon_1-\varepsilon_2 .$$

The medium is statistically homogeneous and ergodic: volume averages over a large sample agree with ensemble averages. To use Fourier series, take a large periodic cell and let its size grow at the end. The effective permittivity tensor is defined by $\langle\mathbf D\rangle=\boldsymbol\varepsilon_{\rm eff}\langle\mathbf E\rangle$.

## (a) The field fluctuation

**Write $\mathbf E=\mathbf E_0+\mathbf e$, with $\mathbf E_0=\langle\mathbf E\rangle$. Find an equation for $\mathbf e$, and express $\langle\mathbf D\rangle$ through it.**

**Solution.** By definition $\langle\mathbf e\rangle=0$, and $\langle\delta\rangle=0$ as well. Hence

$$\langle\mathbf D\rangle=\langle(m+\delta)(\mathbf E_0+\mathbf e)\rangle
=m\mathbf E_0+m\langle\mathbf e\rangle+\langle\delta\rangle\mathbf E_0+\langle\delta\mathbf e\rangle
=m\mathbf E_0+\langle\delta\mathbf e\rangle. \tag{1}$$

The departure from the arithmetic mean is the correlation between permittivity and field.

Gauss's law is $\nabla\cdot[(m+\delta)(\mathbf E_0+\mathbf e)]=0$, understood to include continuity of the normal component of $\mathbf D$ at interfaces. Since $m\mathbf E_0$ is uniform,

$$m\nabla\cdot\mathbf e=-\nabla\cdot\mathbf p,\qquad \mathbf p=\delta(\mathbf E_0+\mathbf e).$$

Expand each function as $g(\mathbf r)=\sum_{\mathbf k}g_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}$. For $\mathbf k\ne0$, Gauss's law gives $m\,\mathbf k\cdot\mathbf e_{\mathbf k}=-\mathbf k\cdot\mathbf p_{\mathbf k}$. The electrostatic condition $\nabla\times\mathbf e=0$ gives $\mathbf k\times\mathbf e_{\mathbf k}=0$, so $\mathbf e_{\mathbf k}$ is parallel to $\hat{\mathbf k}=\mathbf k/|\mathbf k|$. Together,

$$\mathbf e_{\mathbf k}=-\frac1m\hat{\mathbf k}(\hat{\mathbf k}\cdot\mathbf p_{\mathbf k}),\qquad \mathbf e_{\mathbf 0}=0.$$

Define the operator $\Gamma$ by $(\Gamma\mathbf v)_{\mathbf k}=\hat{\mathbf k}(\hat{\mathbf k}\cdot\mathbf v_{\mathbf k})$ for $\mathbf k\neq0$ and zero for $\mathbf k=0$. Then

$$\mathbf e=-\frac1m\Gamma[\delta(\mathbf E_0+\mathbf e)]. \tag{2}$$

This equation is exact. Physically, $\mathbf p$ acts as a polarization relative to the uniform medium $m$, and its longitudinal part produces the fluctuating field.

## (b) The second-order tensor

**Solve (2) to first order in $\delta$ and find $\boldsymbol\varepsilon_{\rm eff}$ to second order, without yet assuming isotropy. What is the trace of the correction?**

**Solution.** On the right of (2), $\mathbf e$ is already multiplied by $\delta$. Dropping it there gives the first-order field

$$\mathbf e^{(1)}_{\mathbf k}=-\frac{\delta_{\mathbf k}}m\hat{\mathbf k}(\hat{\mathbf k}\cdot\mathbf E_0). \tag{3}$$

In (1) the field is multiplied by another $\delta$, so (3) is sufficient for second order. Parseval's relation for real $\delta$ gives

$$\langle\delta e_i^{(1)}\rangle=\sum_{\mathbf k\ne0}\delta_{\mathbf k}^*e^{(1)}_{\mathbf k,i}
=-\frac1m\sum_{\mathbf k\ne0}|\delta_{\mathbf k}|^2\hat k_i\sum_j\hat k_jE_{0j}.$$

With the normalized tensor

$$L_{ij}=\frac1{\sigma^2}\sum_{\mathbf k\ne0}|\delta_{\mathbf k}|^2\hat k_i\hat k_j, \tag{4}$$

the result is

$$\boldsymbol\varepsilon_{\rm eff}=m\mathbf I-\frac{\sigma^2}{m}\mathbf L+O(\delta^3). \tag{5}$$

Because $\sum_i\hat k_i^2=1$ and $\sum_{\mathbf k\ne0}|\delta_{\mathbf k}|^2=\sigma^2$,

$$\operatorname{Tr}\mathbf L=1. \tag{6}$$

The trace is independent of microstructure. The geometry distributes a fixed total correction among the three directions.

## (c) Isotropy and two phases

**Now let the medium be statistically isotropic. Find $\varepsilon_{\rm eff}$ through second order, and write the variance in terms of $f$ and $t$.**

**Solution.** In the limit of an infinite ergodic medium, $\mathbf L$ has a definite value, and statistical isotropy makes it unchanged by rotations. A half-turn about the $x$ axis reverses $y$ and $z$, so it changes the signs of $L_{xy}$ and $L_{xz}$; both must vanish. A half-turn about $y$ removes $L_{yz}$. Quarter-turns interchange the axes and make the diagonal elements equal. Equation (6) then fixes each at one third:

$$L_{ij}=\tfrac13\delta_{ij}.$$

Here $\delta_{ij}$ is the Kronecker symbol. Substitution in (5) yields

$$\boxed{\varepsilon_{\rm eff}=m-\frac{\sigma^2}{3m}+O(\delta^3)} \tag{7}$$

For the two phases, $m=f\varepsilon_1+(1-f)\varepsilon_2$, so

$$\varepsilon_1-m=(1-f)t,\qquad \varepsilon_2-m=-ft,$$

$$\sigma^2=f(1-f)^2t^2+(1-f)f^2t^2=f(1-f)t^2. \tag{8}$$

The factor 3 is the number of space dimensions. Neither pore shape nor correlation length appears at this order, provided that the statistics are isotropic. The argument needs only the half-turns and some rotation that interchanges the axes, a quarter-turn or a threefold turn about a body diagonal, so cubic symmetry of any class is also sufficient.

The sign has a direct meaning: to leading order, the field component along $\mathbf E_0$ is anticorrelated with the permittivity. The strength of the fluctuation follows from (3):

$$\langle|\mathbf e^{(1)}|^2\rangle=\frac1{m^2}\sum_{\mathbf k\ne0}|\delta_{\mathbf k}|^2(\hat{\mathbf k}\cdot\mathbf E_0)^2
=\frac{\sigma^2E_0^2}{3m^2}. \tag{9}$$

## (d) How large can the remainder be?

**Let $q=\max|\delta|/m<1$. Bound the error made by truncating (7).**

**Solution.** Use the inner product $(\mathbf a,\mathbf b)=\langle\mathbf a\cdot\mathbf b\rangle$ for real fields and the norm $\|\mathbf a\|=\sqrt{(\mathbf a,\mathbf a)}$. In Fourier space $\Gamma$ keeps the component along $\hat{\mathbf k}$. It is therefore a symmetric projector that cannot increase a norm.

Define $B\mathbf v=\Gamma[(\delta/m)\mathbf v]$. Then

$$\|B\mathbf v\|\le\|(\delta/m)\mathbf v\|\le q\|\mathbf v\|.$$

Equation (2) reads $\mathbf e=\mathbf e^{(1)}-B\mathbf e$. Since $q<1$, repeated substitution converges:

$$\mathbf e=\sum_{n=0}^{\infty}(-B)^n\mathbf e^{(1)}.$$

Next take the component of (1) along $\mathbf E_0$. Because $\mathbf e=\Gamma\mathbf e$, and $\Gamma$ is symmetric,

$$\mathbf E_0\cdot\langle\delta\mathbf e\rangle=(\delta\mathbf E_0,\Gamma\mathbf e)
=(\Gamma[\delta\mathbf E_0],\mathbf e)=-m(\mathbf e^{(1)},\mathbf e).$$

The last equality uses $\mathbf e^{(1)}=-\Gamma[\delta\mathbf E_0]/m$. For an isotropic medium, therefore,

$$\varepsilon_{\rm eff}E_0^2=mE_0^2-m\sum_{n=0}^{\infty}(\mathbf e^{(1)},(-B)^n\mathbf e^{(1)}).$$

By (9), the $n=0$ term is $-\sigma^2E_0^2/(3m)$, in agreement with (7). All later terms form the remainder $R$. The Cauchy–Schwarz inequality gives

$$|R|E_0^2\le m\|\mathbf e^{(1)}\|^2\sum_{n=1}^{\infty}q^n,$$

and hence

$$\boxed{|R|\le\frac{\sigma^2}{3m}\,\frac q{1-q}} \tag{10}$$

For two phases $q=\max(f,1-f)|t|/m$. At fixed $m$ and $f$, $\sigma^2$ scales as $t^2$ and $q$ as $|t|$, so the remainder is at most of third order in contrast. Relative to the second-order correction, the error is at most $q/(1-q)$. Once $q\ge1/2$, this bound no longer guarantees that the error is smaller than the correction.

The same bound holds for one third of the trace in an anisotropic periodic cell. Averaging over three perpendicular unit fields replaces $\|\mathbf e^{(1)}\|^2$ by $\sigma^2\operatorname{Tr}\mathbf L/(3m^2)=\sigma^2/(3m^2)$.

## (e) Where geometry enters

**Consider a composite of coated spheres of all sizes that fill space, each with the same core fraction $c$. Find its permittivity from boundary conditions. Compare the two choices of core phase through third order in $t$.**

**Solution.** Let the core and coat permittivities be $\varepsilon_c$ and $\varepsilon_s$. Scale the outer radius to 1, so the core radius is $c^{1/3}$. Seek an outer medium $\varepsilon_*$ whose uniform field is undisturbed by the sphere. With potential $-E_0g(r)\cos\theta$, the radial functions are

$$g=Ar\ \text{(core)},\qquad g=Br+C/r^2\ \text{(coat)},\qquad g=r\ \text{(outside)}.$$

Continuity of potential and of $\varepsilon\,dg/dr$ at the two surfaces requires

$$A=B+\frac Cc,\quad \varepsilon_cA=\varepsilon_s\left(B-\frac{2C}{c}\right),\quad B+C=1,\quad \varepsilon_*=\varepsilon_s(B-2C).$$

Eliminate $A$ from the first pair:

$$(\varepsilon_c-\varepsilon_s)B=-(\varepsilon_c+2\varepsilon_s)\frac Cc,
\qquad C=-c\beta B,\quad \beta=\frac{\varepsilon_c-\varepsilon_s}{\varepsilon_c+2\varepsilon_s}.$$

Then $B=1/(1-c\beta)$ and

$$\varepsilon_*=\varepsilon_s\frac{1+2c\beta}{1-c\beta}
=\varepsilon_s+\frac{3\varepsilon_sc\beta}{1-c\beta}.$$

Put $\Delta=\varepsilon_c-\varepsilon_s$, so that $\varepsilon_c+2\varepsilon_s=3\varepsilon_s+\Delta$. Multiplying numerator and denominator of the last fraction by this sum gives

$$\varepsilon_*=\varepsilon_s+\frac{3\varepsilon_sc\Delta}{3\varepsilon_s+(1-c)\Delta}
=\varepsilon_s+\frac{c\Delta}{1+(1-c)\Delta/(3\varepsilon_s)}. \tag{11}$$

Each sphere can replace a ball of the medium $\varepsilon_*$ without changing the field outside. Its mean field is fixed by the potential on its surface. Its mean displacement is fixed by the surface flux, because $\int D_i\,dV=\oint r_i\mathbf D\cdot d\mathbf S$ when $\nabla\cdot\mathbf D=0$. Both means equal those of the replaced ball. Filling the volume with scaled copies therefore leaves the effective permittivity at $\varepsilon_*$.

Take phase 1 as core: $c=f$, $\Delta=t$, $\varepsilon_s=m-ft$. Expansion of the fraction in (11) gives

$$\varepsilon_*=m-\frac{f(1-f)t^2}{3\varepsilon_s}+\frac{f(1-f)^2t^3}{9\varepsilon_s^2}+O(t^4).$$

In the second term use $1/\varepsilon_s=1/m+ft/m^2+O(t^2)$; in the third, $1/\varepsilon_s^2=1/m^2+O(t)$. The cubic terms combine as $-3f+(1-f)=1-4f$:

$$\varepsilon_*^{(1)}=m-\frac{f(1-f)t^2}{3m}+\frac{f(1-f)(1-4f)}{9m^2}t^3+O(t^4). \tag{12}$$

For phase 2 as core, exchange $f\leftrightarrow1-f$ and $t\to-t$:

$$\varepsilon_*^{(2)}=m-\frac{f(1-f)t^2}{3m}+\frac{f(1-f)(3-4f)}{9m^2}t^3+O(t^4). \tag{13}$$

The second-order terms agree with (7), while the third-order terms differ. Volume fractions alone therefore cannot determine the next correction. Since $\varepsilon_s+c\Delta=m$ and $3\varepsilon_s+(1-c)\Delta=3m+(1-4c)\Delta$, equation (11) can be written exactly as $\varepsilon_*=m-\sigma^2/[3m+(1-4c)\Delta]$. The bracket is $3m+(1-4f)t$ for phase-1 cores and $3m+(3-4f)t$ for phase-2 cores. At any contrast, therefore, the truncated result lies between these two composites when $1-4f$ and $3-4f$ have opposite signs, that is, for $1/4<f<3/4$. The two values are the Hashin–Shtrikman bounds, which enclose every isotropic mixture of the two phases; that theorem is quoted here, not proved.

The dilute limit of (11) gives a further check. To first order in $c$,

$$\varepsilon_*=\varepsilon_s+c\Delta\left(1-\frac{\Delta}{3\varepsilon_s}+\frac{\Delta^2}{9\varepsilon_s^2}-\cdots\right).$$

The formula supplies the first two terms in the parentheses. Dilution makes the absolute error small, in proportion to $c$, but does not reduce it relative to the change $\varepsilon_*-\varepsilon_s$. For that, the contrast must be weak.

## (f) Laminates and finite samples

**What happens to the result in a laminate, and in one finite cell of a random medium?**

**Solution.** If $\varepsilon$ varies along $x$ alone, every nonzero $\delta_{\mathbf k}$ has $\hat{\mathbf k}=\pm\hat{\mathbf x}$. Thus $L_{xx}=1$ and $L_{yy}=L_{zz}=0$. Normal to the layers the second-order permittivity is $m-\sigma^2/m$; in the plane it is $m$. This agrees with the series law, where $D_x$ is uniform:

$$\varepsilon_{xx}=\langle1/\varepsilon\rangle^{-1}
=\left[\frac1m\left(1+\frac{\sigma^2}{m^2}+O(\delta^3)\right)\right]^{-1}
=m-\frac{\sigma^2}{m}+O(\delta^3).$$

For layers with $\varepsilon=3.0$ and $2.5$, the latter filling a fraction $0.36364$, the normal and in-plane values are $2.79661$ and $2.81818$. The isotropic formula gives $2.81134$, which describes neither direction. It is close to one third of the trace, $2.81099$, as (6) requires.

A finite random cell has a similar, smaller defect. Gauss's law was solved on a periodic lattice of $11^3$ voxels, using a lattice gradient for which the projector argument also holds. One cell gave $L_{xx},L_{yy},L_{zz}=0.3328,0.3627,0.3045$. These values belong to the lattice gradient with one point per voxel; the continuum sum (4) for the same arrangement of cubes gives $0.330,0.359,0.312$, a shift of up to $0.007$. The real-space solution and the spectral sum agreed within the test tolerance of $10^{-3}$. The computed mean-square field fluctuation, averaged over field directions and over both signs of the contrast, was $1.0001$ times the prediction (9).

Over 300 such cells, the mean diagonal elements agreed with $1/3$ within four standard errors. The spread of an element fell from $0.0243$ to $0.0050$ when the cell grew to $31^3$ voxels. The ratio, $4.9$, is near the square root of the volume ratio, $4.7$. With the continuum sum (4) both spreads are roughly 10% smaller and their ratio remains near 5. A single small cell can thus be anisotropic although its ensemble is not.

The trace also tests the order of the remainder. Halving the contrast from $0.04m$ to $0.02m$ changed the remainder from $-7.66\times10^{-7}m$ to $-9.49\times10^{-8}m$, an observed power of $3.01$. Subdividing the voxels raises both remainders in magnitude by about 6% and leaves the power unchanged.

## (g) Numbers for a dense and a porous dielectric

**Apply the result to a model dielectric with $\varepsilon=3.0$ containing 30% of a phase with $\varepsilon=2.5$. Then reduce the second phase to 10%. Finally, consider a skeleton with $\varepsilon=2.8$ and 30% empty pores, $\varepsilon=1.0$. How far can each estimate be trusted?**

**Solution.** For the first material, call the high-permittivity phase 1, so $f=0.7$ and $t=0.5$:

$$m=0.7(3.0)+0.3(2.5)=2.85,\qquad \sigma^2=0.7(0.3)(0.5)^2=0.0525,$$

$$\varepsilon_{\rm eff}\simeq2.85-\frac{0.0525}{3(2.85)}=2.85-0.00614=2.84386.$$

The largest deviation from the mean is $0.35$, hence $q=0.35/2.85=0.123$. The remainder bound is $0.00086$, about 14% of the correction but $0.03\%$ of the permittivity.

The coated-sphere values are $2.84393$ with low-permittivity cores and $2.84314$ with high-permittivity cores. They differ from the estimate by $+0.00007$ and $-0.00072$. Equations (13) and (12) predict cubic terms of

$$\frac{0.21(0.5)^3}{9(2.85)^2}\times(0.2,\,-1.8)=(0.00007,\,-0.00065),$$

which accounts for most of both differences.

With 10% of the second phase, $m=2.95$, $\sigma^2=0.0225$, and the estimate is $2.95-0.00254=2.94746$. The coated spheres give $2.94737$ and $2.94702$. Both lie below the estimate, as expected from $f=0.9$, for which both cubic coefficients are negative. The truncated formula is accurate here, although it lies outside the interval between the two coated-sphere values.

For the porous film,

$$m=0.7(2.8)+0.3(1.0)=2.26,\qquad \sigma^2=0.21(1.8)^2=0.6804,$$

$$\varepsilon_{\rm eff}\simeq2.26-\frac{0.6804}{3(2.26)}=2.26-0.100=2.160.$$

Now $q=1.26/2.26=0.558$, and the bound on the remainder is $0.126$, larger than the correction itself. Coated spheres with empty cores give $2.165$, close to the estimate. Spheres with solid cores and empty coats give $2.068$, lower than the estimate by $0.092$, nearly the whole second-order correction.

The close agreement for enclosed pores is not a guarantee for porous films, nor even for that geometry at other porosities: the cubic coefficient in (13) contains the factor $3-4f$, which happens to be only $0.2$ at $f=0.7$. At this contrast, porosity and isotropy alone leave the permittivity anywhere between the two coated-sphere values, a range of about $0.1$; without isotropy, a single direction can lie anywhere between the series and parallel values, $1.82$ and $2.26$. The lower coated-sphere value describes isolated solid cores, which cannot form a self-supporting film; voxel solutions for several structures with a connected solid (enclosed or overlapping pores, crossed channels, overlapping grains) fall between about $2.12$ and $2.16$. Information about the geometry beyond the volume fractions is needed to narrow the range. All these figures assume that each phase keeps a local bulk permittivity, which becomes doubtful for pores of nanometre size or with adsorbed moisture. The numerical output below gives the values to more digits.

## Table of computed values

```
All permittivities are relative (dimensionless)
DENSE: eps high, eps low, low fraction = 3.0, 2.5, 0.3
  mean = 2.85000, variance = 0.05250
  correction var/(3 mean) = 0.006140
  weak-contrast eps_eff = 2.843860
  q = 0.12281, remainder bound = 0.000860
  coated spheres, low-eps core = 2.843931
  coated spheres, high-eps core = 2.843137
DILUTE: eps high, eps low, low fraction = 3.0, 2.5, 0.1
  mean = 2.95000, variance = 0.02250
  correction var/(3 mean) = 0.002542
  weak-contrast eps_eff = 2.947458
  q = 0.15254, remainder bound = 0.000458
  coated spheres, low-eps core = 2.947368
  coated spheres, high-eps core = 2.947020
POROUS: eps high, eps low, low fraction = 2.8, 1.0, 0.3
  mean = 2.26000, variance = 0.68040
  correction var/(3 mean) = 0.100354
  weak-contrast eps_eff = 2.159646
  q = 0.55752, remainder bound = 0.126446
  coated spheres, low-eps core = 2.164706
  coated spheres, high-eps core = 2.067797
LAMINATE 3.0/2.5, low fraction = 0.36364
  normal, in-plane eps = 2.796610, 2.818182
  trace/3, formula = 2.810991, 2.811339
RANDOM LATTICE: 11^3 voxels, low fraction = 0.29977
  smoothing length = 0.7 voxel
  L diagonal, field solution = 0.33280 0.36273 0.30450
  L diagonal, spectral sum   = 0.33279 0.36272 0.30449
  <|e|^2> / [var/(3 mean^2)] = 1.000090
  contrast/mean = 0.08: remainder/mean = -6.2425e-06
  contrast/mean = 0.04: remainder/mean = -7.6632e-07
  contrast/mean = 0.02: remainder/mean = -9.4935e-08
  order of remainder from last two = 3.0129
  dense phases, tensor diagonal = 2.84379 2.84320 2.84434
    trace/3, formula, bound = 2.843779 2.843975 0.000860
  porous phases, tensor diagonal = 2.14029 2.12733 2.15148
    trace/3, formula, bound = 2.139700 2.160113 0.126410
ENSEMBLE: 300 random cells of each size
  11^3: mean L = 0.33439 0.33338 0.33223 spread = 0.02434
    standard errors = 0.00142 0.00136 0.00143
  31^3: mean L = 0.33292 0.33364 0.33344 spread = 0.00495
    standard errors = 0.00028 0.00028 0.00029
  spread ratio = 4.913, root of volume ratio = 4.731
t^3 coefficient, phase-1 core: f*(f - 1)*(4*f - 1)/(9*m**2)
t^3 coefficient, phase-2 core: f*(f - 1)*(4*f - 3)/(9*m**2)
```
